**Half-reaction sums compared with the bulk reaction energy in a tight-binding film**

For the cycle ML$_2$ + H$_2$O → MO + 2 HL, the program compares the sum of the pulse energies $\Delta E_A+\Delta E_B$ with the bulk reaction energy $\Delta E_{\rm bulk}$. The film has $N$ formula units per surface cell and is diagonalized directly, while the bulk energy comes from a Brillouin-zone average of the two-band formula. The program asserts that three different intermediates on a film with $N=12$ all reproduce $\Delta E_{\rm bulk}$, and that they share one sum at $N=1$ as well. The output gives −3.571 eV for the thick film, although $\Delta E_A$ ranges from −1.560 to −0.109 eV. The thickness error is asserted to stay below a geometrically falling bound; it drops from about 0.02 eV at $N=1$ to below $10^{-7}$ eV at $N=6$. Further assertions cover growth by two units, a changed top hydroxyl group, and a strained film compared with equally strained bulk. Using two different models of the intermediate in the two pulses is asserted to break the sum, and the output shows an error of −0.458 eV.

## Program and output

```python
"""
Result under test: for a deposition cycle that restores the surface termination,
    dE_A + dE_B -> dE_bulk   (thick film), whatever the intermediate surface is.
Overall reaction per surface cell:  ML2 + H2O -> MO(bulk) + 2 HL
    pulse A: film(N) + ML2 -> intermediate + x HL
    pulse B: intermediate + H2O -> film(N+1) + (2-x) HL
film(N) is H-O-(M-O)_N-H per cell, repeated on a square lattice.
Energy model: tight binding, one orbital per atom, doubly occupied levels;
the energy is the sum over occupied orbitals, in eV.
Film energies come from diagonalizing finite films; the bulk energy comes from
a Brillouin-zone average of the lower band of the infinite crystal.
"""
import numpy as np
from scipy.constants import N_A, e as charge

ONSITE = {"H": -2.0, "M": 0.0, "O": -6.0, "L": -4.0}      # eV
ELECTRONS = {"H": 1, "M": 2, "O": 0, "L": 1}              # given to the model orbitals
LATERAL = {"H": 0.0, "M": -0.2, "O": 0.1, "L": 0.0}       # in-plane hopping, eV
T_MO, T_OH, T_ML, T_HL = 2.0, 3.0, 1.5, 3.0               # bond hoppings, eV
T_DATIVE = 0.8                                            # O to M in the adduct, eV
KJ = charge * N_A / 1000.0                                # kJ/mol per eV


def plane_sums(n):
    """cos kx + cos ky on an n by n midpoint mesh."""
    k = 2 * np.pi * (np.arange(n) + 0.5) / n
    return (np.cos(k)[:, None] + np.cos(k)[None, :]).ravel()


def energy(atoms, bonds, periodic):
    """Sum over occupied orbitals, per surface cell or per molecule."""
    h = np.diag([ONSITE[a] for a in atoms])
    for i, j, t in bonds:
        h[i, j] = h[j, i] = t
    sums = plane_sums(8) if periodic else np.zeros(1)
    side = np.diag([2 * LATERAL[a] for a in atoms])
    levels = np.linalg.eigvalsh(h[None] + sums[:, None, None] * side[None])
    count = sum(ELECTRONS[a] for a in atoms)
    assert count % 2 == 0
    pairs = count // 2
    # closed shells: a gap separates filled and empty levels
    assert levels[:, pairs - 1].max() < levels[:, pairs].min() - 0.1
    return 2 * levels[:, :pairs].sum(axis=1).mean()


def film(units, top="hydroxyl", t_mo=T_MO, t_ml=T_ML, oh_top=T_OH, oh_bottom=T_OH):
    """Energy of a film with a hydroxylated bottom face and a chosen top face."""
    atoms, bonds = ["H", "O"], [(0, 1, oh_bottom)]

    def attach(kind, partner, t):
        atoms.append(kind)
        bonds.append((partner, len(atoms) - 1, t))
        return len(atoms) - 1

    last = 1
    for _ in range(units):
        metal = attach("M", last, t_mo)
        last = attach("O", metal, t_mo)
    if top == "hydroxyl":
        attach("H", last, oh_top)
    elif top == "exchanged":
        metal = attach("M", last, t_mo)
        attach("L", metal, t_ml)
    elif top == "adduct":
        attach("H", last, oh_top)
        metal = attach("M", last, T_DATIVE)
        attach("L", metal, t_ml)
        attach("L", metal, t_ml)
    else:
        raise ValueError(top)
    return energy(atoms, bonds, True)


def bulk(t_mo=T_MO):
    """Bulk energy per MO unit from the lower band of the infinite crystal."""
    s = plane_sums(20)[:, None]
    kz = 2 * np.pi * (np.arange(80) + 0.5) / 80
    metal = ONSITE["M"] + 2 * LATERAL["M"] * s
    oxide = ONSITE["O"] + 2 * LATERAL["O"] * s
    coupling = 2 * t_mo * np.cos(kz / 2)[None, :]
    lower = (metal + oxide) / 2 - np.sqrt(((metal - oxide) / 2) ** 2 + coupling ** 2)
    return 2 * lower.mean()


E_HL = energy(["H", "L"], [(0, 1, T_HL)], False)
E_WATER = energy(["H", "O", "H"], [(0, 1, T_OH), (1, 2, T_OH)], False)
E_ML2 = energy(["L", "M", "L"], [(0, 1, T_ML), (1, 2, T_ML)], False)


def half_reactions(units, top, released, t_ml=T_ML, t_mo=T_MO, final_oh=T_OH):
    """Energies of pulse A and pulse B for one intermediate."""
    start = film(units, t_mo=t_mo)
    middle = film(units, top, t_mo=t_mo, t_ml=t_ml)
    end = film(units + 1, t_mo=t_mo, oh_top=final_oh)
    pulse_a = middle + released * E_HL - start - E_ML2
    pulse_b = end + (2 - released) * E_HL - middle - E_WATER
    return pulse_a, pulse_b


e_bulk = bulk()
gas_part = 2 * E_HL - E_ML2 - E_WATER
dE_bulk = e_bulk + gas_part
THICK = 12

print("On-site energies H, M, O, L (eV):", *[ONSITE[a] for a in "HMOL"])
print("Bond hoppings M-O, O-H, M-L, H-L (eV):", T_MO, T_OH, T_ML, T_HL)
print("Dative O-M hopping in adduct (eV):", T_DATIVE)
print("In-plane hoppings M-M, O-O (eV):", LATERAL["M"], LATERAL["O"])
print(f"E(HL)  = {E_HL:.4f} eV")
print(f"E(H2O) = {E_WATER:.4f} eV")
print(f"E(ML2) = {E_ML2:.4f} eV")
print(f"Bulk energy per MO unit e_b = {e_bulk:.4f} eV")
print(f"Bulk reaction energy = {dE_bulk:.4f} eV = {dE_bulk * KJ:.1f} kJ/mol")

# Thick film: three different intermediates against the bulk value
cases = {
    "exchanged, x=1": ("exchanged", 1, T_ML),
    "weak M-L, x=1": ("exchanged", 1, 1.0),
    "adduct, x=0": ("adduct", 0, T_ML),
}
print(f"Thick film: N = {THICK} units; weak M-L hopping = {cases['weak M-L, x=1'][2]} eV")
halves = {}
for name, (top, released, t_ml) in cases.items():
    a, b = half_reactions(THICK, top, released, t_ml)
    halves[name] = (a, b)
    assert abs(a + b - dE_bulk) < 1e-7
    print(f"{name}: A = {a:.4f}, B = {b:.4f}, A+B = {a + b:.4f} eV")
a_values = sorted(pair[0] for pair in halves.values())
assert min(np.diff(a_values)) > 0.01          # the intermediates really differ

# Energy of the two hydroxylated faces relative to bulk MO and free water
face_energy = film(THICK) - THICK * e_bulk - E_WATER
assert abs(film(9) - 9 * e_bulk - E_WATER - face_energy) < 1e-6
print(f"Both faces relative to bulk + H2O = {face_energy:.4f} eV per cell")

# Finite thickness: the sum misses the bulk value by an amount that dies out
for units in range(1, 9):
    error = sum(half_reactions(units, "exchanged", 1)) - dE_bulk
    assert abs(error) < 0.25 ** units
    if units <= 6:
        print(f"Thickness error of A+B at N = {units}: {error:.2e} eV")

# Same finite thickness, different intermediate: thin films share one sum
thin = [sum(half_reactions(1, top, x, t)) for top, x, t in cases.values()]
assert max(thin) - min(thin) < 1e-10
assert abs(thin[0] - dE_bulk) > 1e-6
print(f"A+B at N = 1, all three intermediates = {thin[0]:.4f} eV")

# Two formula units added per cell
double = film(THICK + 2) - film(THICK) + 2 * gas_part
assert abs(double - 2 * dE_bulk) < 1e-7
print(f"Growth by two units = {double:.4f} eV")

# Failure 1: the two pulses use different models of the intermediate
mixed = halves["exchanged, x=1"][0] + halves["weak M-L, x=1"][1]
assert abs(mixed - dE_bulk) > 0.01
print(f"Mixed intermediates: A+B = {mixed:.4f} eV, error = {mixed - dE_bulk:.4f} eV")

# Failure 2: the top hydroxyl ends up different from the starting one
NEW_OH = 2.8
offset = sum(half_reactions(THICK, "exchanged", 1, final_oh=NEW_OH)) - dE_bulk
both_faces = film(9, oh_top=NEW_OH, oh_bottom=NEW_OH) - film(9)
assert abs(offset) > 0.01
assert abs(offset - both_faces / 2) < 1e-6
print(f"Changed top O-H hopping = {NEW_OH} eV: error of A+B = {offset:.4f} eV")
print(f"Half the change with both faces altered, N = 9: {both_faces / 2:.4f} eV")

# Failure 3: the film is strained, the reference bulk is not
STRAINED = 1.9
strained_sum = sum(half_reactions(THICK, "exchanged", 1, t_mo=STRAINED))
strained_bulk = bulk(STRAINED) + gas_part
assert abs(strained_sum - strained_bulk) < 1e-7
assert abs(strained_sum - dE_bulk) > 0.01
print(f"Strained film, M-O hopping = {STRAINED} eV: A+B = {strained_sum:.4f} eV")
print(f"Reaction energy to equally strained bulk = {strained_bulk:.4f} eV")
print(f"Error against unstrained bulk = {strained_sum - dE_bulk:.4f} eV")

print("all good")
```

Running it gives:

```
On-site energies H, M, O, L (eV): -2.0 0.0 -6.0 -4.0
Bond hoppings M-O, O-H, M-L, H-L (eV): 2.0 3.0 1.5 3.0
Dative O-M hopping in adduct (eV): 0.8
In-plane hoppings M-M, O-O (eV): -0.2 0.1
E(HL)  = -12.3246 eV
E(H2O) = -17.3808 eV
E(ML2) = -17.8310 eV
Bulk energy per MO unit e_b = -14.1338 eV
Bulk reaction energy = -3.5711 eV = -344.6 kJ/mol
Thick film: N = 12 units; weak M-L hopping = 1.0 eV
exchanged, x=1: A = -1.5598, B = -2.0113, A+B = -3.5711 eV
weak M-L, x=1: A = -1.1017, B = -2.4694, A+B = -3.5711 eV
adduct, x=0: A = -0.1093, B = -3.4618, A+B = -3.5711 eV
Both faces relative to bulk + H2O = -0.4633 eV per cell
Thickness error of A+B at N = 1: -1.96e-02 eV
Thickness error of A+B at N = 2: -1.12e-03 eV
Thickness error of A+B at N = 3: -7.02e-05 eV
Thickness error of A+B at N = 4: -4.76e-06 eV
Thickness error of A+B at N = 5: -3.42e-07 eV
Thickness error of A+B at N = 6: -2.58e-08 eV
A+B at N = 1, all three intermediates = -3.5907 eV
Growth by two units = -7.1422 eV
Mixed intermediates: A+B = -4.0292 eV, error = -0.4581 eV
Changed top O-H hopping = 2.8 eV: error of A+B = 0.3049 eV
Half the change with both faces altered, N = 9: 0.3049 eV
Strained film, M-O hopping = 1.9 eV: A+B = -3.3954 eV
Reaction energy to equally strained bulk = -3.3954 eV
Error against unstrained bulk = 0.1757 eV
all good
```
